**Step-height crossover on vicinal Si(001), with and without SB meandering**

The program tests the rigid-step crossing \(L_0=\pi a/\operatorname{artanh}(e^{-\Lambda/2C})\) and its shift when SB steps meander. Here \(L\) is the single-terrace width, \(a\) the half-width of the step force, \(\Lambda=\lambda_{SA}+\lambda_{SB}-\lambda_{DB}\), and \(C\) the elastic coefficient set by the stress difference between domains. It asserts the half-space response by symbolic algebra, the domain energy by real-space force sums, and the curvature change of a wavy step, for the given nonlocal kernel, by the full Fourier energy. Explicit enumeration of closed paths checks the transfer matrix, and suppressing kinks restores the rigid crossing. For rough Si(001) parameters, the critical miscut rises from 1.18° for rigid steps to 1.68° at 600 K. A deliberately soft double step reverses the shift, as asserted. The program also asserts that a mixture of single-step regions and dense double steps beats the uniform single-step surface at a mean terrace width of 100 Å, with double-step repulsion included.

## Numerical check

```python
"""Step-height crossover on vicinal Si(001), uniform phases compared.

Result under test: rigid SA+SB steps and DB steps have equal energy at
    L_c = pi*a / artanh(exp(-Lam/(2*C))),  C = F^2 (1-nu)/(2 pi mu),
and meandering of the SB step lowers L_c, so the critical miscut rises,
unless the DB step gains more from its own meandering.

L: mean single-terrace width; a: half-width of the Lorentzian step force;
F: surface-stress difference of the two dimer domains; mu, nu: isotropic
elastic constants; Lam = lam_SA + lam_SB - lam_DB (energies per length);
w: kink unit along and across the step; u: SB displacement from mid-position.
Units: eV, angstrom, kelvin. Material parameters are rough, rounded inputs.
"""
import itertools
import numpy as np
import sympy as sp
from scipy.constants import k as k_joule, e as e_charge
from scipy.optimize import brentq, minimize_scalar

pi = np.pi
KB = k_joule / e_charge
lattice = 5.43
a = lattice / np.sqrt(2)
h = lattice / 4
w = 2 * a
F, mu, nu = 0.07, 0.40, 0.25
lam_SA, lam_SB, lam_DB = 0.007, 0.017, 0.019
corner0 = 0.08
mean_stress = 0.10
T0 = 600.0
C = F**2 * (1 - nu) / (2 * pi * mu)
Lam = lam_SA + lam_SB - lam_DB
eps = w * lam_SA


def angle(L):
    return np.degrees(np.arctan(h / L))


# ---- elastic half-space: solve the field equations symbolically ----
def surface_response(tx, tz, k, m, n):
    x, z = sp.symbols("x z", real=True)
    A, B, D, G = sp.symbols("A B D G")
    wave = sp.exp(sp.I * k * x - k * z)
    ux = (A + B * z) * wave
    uz = sp.I * (D + G * z) * wave
    div = sp.diff(ux, x) + sp.diff(uz, z)

    def lap(g):
        return sp.diff(g, x, 2) + sp.diff(g, z, 2)

    def clean(g):
        return sp.expand(sp.simplify(g))

    e1 = clean(((1 - 2 * n) * lap(ux) + sp.diff(div, x)) / wave)
    e2 = clean(((1 - 2 * n) * lap(uz) + sp.diff(div, z)) / (sp.I * wave))
    shear = clean(-m * (sp.diff(ux, z) + sp.diff(uz, x)) / wave)
    normal = clean(-2 * m * ((1 - n) * sp.diff(uz, z)
                             + n * sp.diff(ux, x)) / (sp.I * wave))
    eqs = sp.Poly(e1, z).coeffs() + sp.Poly(e2, z).coeffs()
    eqs += [shear.subs(z, 0) - tx, normal.subs(z, 0) - tz * (1 - 2 * n)]
    sol = sp.solve(eqs, [A, B, D, G], dict=True)[0]
    return sol[A], sol[D]


ks, ms, ns, fs = sp.symbols("k m n f", positive=True)
expected = (1 - ns) * fs / (ms * ks)
assert sp.simplify(surface_response(fs, 0, ks, ms, ns)[0] - expected) == 0
assert sp.simplify(surface_response(0, fs, ks, ms, ns)[1] - expected) == 0
zs, amp = sp.symbols("z amp")
transverse = amp * sp.exp(-ks * zs)
solved = sp.solve(-ms * sp.diff(transverse, zs).subs(zs, 0) - fs, amp)[0]
assert sp.simplify(solved - fs / (ms * ks)) == 0


# ---- elastic energy of one SA+SB pair ----
def pair_energy(u, L):
    ratio = np.cos(pi * u / (2 * L))**2 / np.sinh(pi * a / L)**2
    return -C * np.log1p(ratio)


def direct_pair(u, L, N=200000):
    """Real-space sum over all line forces, smeared Lorentzians."""
    m = np.arange(-N, N + 1)
    like = np.log((2 * L * m)**2 + 4 * a**2)
    unlike = np.log((2 * L * m + L + u)**2 + 4 * a**2)
    return C * np.sum(like - unlike)


for L_test, u_test in [(40.0, 0.0), (40.0, 15.0), (90.0, -50.0)]:
    diff = direct_pair(u_test, L_test) - pair_energy(u_test, L_test)
    assert abs(diff) < 2e-5 * C   # tail of the truncated sum

L_rigid = pi * a / np.arctanh(np.exp(-Lam / (2 * C)))
L_log = pi * a * np.exp(Lam / (2 * C))
assert abs(direct_pair(0.0, L_rigid) + Lam) < 2e-5 * C
assert direct_pair(0.0, 1.1 * L_rigid) + Lam < 0
assert direct_pair(0.0, 0.9 * L_rigid) + Lam > 0


# ---- two-dimensional stress kernel for a wavy SB step ----
def kernel(kx, ky):
    k = np.hypot(kx, ky)
    safe = np.where(k > 0, k, 1.0)
    val = k - nu * (kx**2 - ky**2)**2 / safe**3
    return val * np.exp(-2 * k * a)


def stripe_energy(u_of_y, q, L):
    """Elastic energy per SB length from the Fourier domain pattern."""
    X, ny = 2 * L, len(u_of_y)
    width = L + u_of_y
    kx = pi * np.arange(-80, 81) / L
    safe = np.where(kx == 0, 1.0, kx)[:, None]
    s = (2 / X) * (1 - np.exp(-1j * safe * width)) / (1j * safe)
    s[80] = 2 * width / X - 1
    sk = np.fft.fft(s, axis=1) / ny
    ky = q * np.fft.fftfreq(ny) * ny
    total = np.sum(np.abs(sk)**2 * kernel(kx[:, None], ky[None, :]))
    return -X * F**2 / (8 * mu) * total


L_t, q_t, u0 = 40.0, 0.1, 0.1
flat = np.ones(64)
assert abs(stripe_energy(12 * flat, q_t, L_t)
           - pair_energy(12.0, L_t)) < 1e-8
phase = 2 * pi * np.arange(64) / 64
wavy = stripe_energy(u0 * np.cos(phase), q_t, L_t)
shifted = stripe_energy(u0 / np.sqrt(2) * flat, q_t, L_t)
kx_t = pi * np.arange(-80, 81) / L_t
dK_t = -F**2 / mu / (2 * L_t) * np.sum(kernel(kx_t, q_t)
                                       - kernel(kx_t, 0.0))
assert abs((wavy - shifted) / (dK_t * u0**2 / 4) - 1) < 0.01


# ---- kinks of a free step ----
def free_step(T, row=eps, corner=corner0):
    """Partition sum per column, mean-square kink, free-energy gain."""
    t = KB * T
    z, c = np.exp(-row / t), np.exp(-corner / t)
    Z = 1 + 2 * c * z / (1 - z)
    n2 = 2 * c * z * (1 + z) / (1 - z)**3 / Z
    return Z, n2, t / w * np.log(Z)


n_all = np.arange(-400, 401)
weights = np.exp(-(np.abs(n_all) * eps + corner0 * (n_all != 0)) / (KB * T0))
Z0, n2_0, gain_free = free_step(T0)
assert abs(weights.sum() / Z0 - 1) < 1e-10
assert abs((weights * n_all**2).sum() / weights.sum() / n2_0 - 1) < 1e-10


# ---- SB step confined between two straight SA steps ----
def transfer(L, T, corner=corner0):
    nmax = int(np.ceil(L / w)) - 1
    n = np.arange(-nmax, nmax + 1)
    V = pair_energy(n * w, L) - pair_energy(0.0, L)
    jump = np.abs(n[:, None] - n[None, :])
    cost = jump * eps + corner * (jump > 0)
    cost = cost + w * (V[:, None] + V[None, :]) / 2
    return n, np.exp(-cost / (KB * T))


def net_gain(L, T, corner=corner0):
    top = np.linalg.eigvalsh(transfer(L, T, corner)[1])[-1]
    return KB * T / w * np.log(top)


def gap(L, T, corner=corner0, extra=0.0):
    """Single-step minus double-step free energy per DB length."""
    return Lam + extra + pair_energy(0.0, L) - net_gain(L, T, corner)


def critical(T, corner=corner0, extra=0.0):
    lo, hi = 8.0, 2000.0
    assert gap(lo, T, corner, extra) > 0 > gap(hi, T, corner, extra)
    for _ in range(34):
        mid = np.sqrt(lo * hi)
        if gap(mid, T, corner, extra) > 0:
            lo = mid
        else:
            hi = mid
    return np.sqrt(lo * hi)


# explicit enumeration of all closed six-column paths in a narrow channel
n_s, M_s = transfer(20.0, T0)
paths = np.array(list(itertools.product(n_s, repeat=6)))
steps = np.abs(paths - np.roll(paths, 1, axis=1))
E_path = (steps * eps + corner0 * (steps > 0)).sum(axis=1)
E_path = E_path + w * (pair_energy(paths * w, 20.0)
                       - pair_energy(0.0, 20.0)).sum(axis=1)
Z_paths = np.exp(-E_path / (KB * T0)).sum()
assert abs(Z_paths / np.sum(np.linalg.eigvalsh(M_s)**6) - 1) < 1e-10

temps = [400.0, 500.0, 600.0, 700.0]
L_table = [critical(T) for T in temps]
L_hot = L_table[temps.index(T0)]
assert all(L < L_rigid for L in L_table)
assert all(x > y for x, y in zip(L_table, L_table[1:]))
scan = [gap(L, T0) for L in np.linspace(10, 200, 150)]
assert np.all(np.diff(scan) < 0)
assert abs(critical(T0, corner=5.0) / L_rigid - 1) < 1e-5
soft_DB = free_step(T0, corner=0.0)[2]
L_reversed = critical(T0, extra=soft_DB)
assert L_reversed > L_rigid

# ---- wide-terrace closed form ----
stiff = KB * T0 / (w * n2_0)


def curvature(L):
    return C * pi**2 / (2 * L**2 * np.cosh(pi * a / L)**2)


def confinement(L):
    return 0.5 * KB * T0 * np.sqrt(curvature(L) / stiff)


d = 0.05
second = (direct_pair(d, 60.0) - 2 * direct_pair(0.0, 60.0)
          + direct_pair(-d, 60.0)) / d**2
assert abs(second / curvature(60.0) - 1) < 0.01
assert abs((gain_free - net_gain(1000.0, T0)) / confinement(1000.0) - 1) < 0.03


def closed_gap(L):
    return Lam + pair_energy(0.0, L) - gain_free + confinement(L)


L_closed = brentq(closed_gap, 25.0, 70.0)
assert abs(L_closed / L_hot - 1) < 0.10
n_h, M_h = transfer(L_hot, T0)
vec = np.linalg.eigh(M_h)[1][:, -1]
rms = w * np.sqrt(np.sum(vec**2 * n_h**2))
gain_hot = net_gain(L_hot, T0)

# ---- sizes of neglected effects ----
gain_SA = free_step(T0, row=w * lam_SB)[2]
gain_DB = free_step(T0, row=w * (lam_SA + lam_SB))[2]
nq, nk = 300, 4000
q = (np.arange(nq) + 0.5) * (pi / w) / nq
kx = (np.arange(nk) + 0.5) * 5.0 / nk
dK = np.array([np.sum(kernel(kx, qq) - kernel(kx, 0.0)) for qq in q])
dK = -F**2 / (pi * mu) * dK * 5.0 / nk
spectrum = KB * T0 / (stiff * q**2 + curvature(L_hot))
nonlocal_F = np.sum(0.5 * dK * spectrum) * (pi / w) / nq / pi
L_meander = critical(T0, extra=gain_DB - gain_SA)
L_nonlocal = critical(T0, extra=nonlocal_F)
L_all = critical(T0, extra=gain_DB - gain_SA + nonlocal_F)

g0 = (1 - nu) / (pi * mu)
dist, arm = 80.0, 0.5
pair = g0 * (2 * np.log(dist) - np.log(dist + arm) - np.log(dist - arm))
assert abs(pair / (g0 * arm**2 / dist**2) - 1) < 1e-3


def repulsion(L):
    """Force-dipole repulsion per DB length at spacing 2L."""
    return pi**2 / 6 * g0 * (mean_stress * 2 * h)**2 / (2 * L)**2


def excess(L):
    """Rigid single-step energy per area, relative to free DB steps."""
    return (Lam + pair_energy(0.0, L)) / (2 * L)


opt = minimize_scalar(lambda y: 1e6 * excess(np.exp(y)),
                      bounds=(np.log(70.0), np.log(1000.0)),
                      method="bounded")
L_mix = np.exp(opt.x)
assert abs(L_mix / (np.e * L_rigid) - 1) < 0.03
L_uniform, L_dense = 100.0, 15.0
part = (1 / L_dense - 1 / L_uniform) / (1 / L_dense - 1 / L_mix)
mixed = part * excess(L_mix)
mixed += (1 - part) * repulsion(L_dense) / (2 * L_dense)
assert mixed < excess(L_uniform)


def rigid_angle(lam, c):
    return angle(pi * a / np.arctanh(np.exp(-lam / (2 * c))))


print(f"step height h = {h:.4f} A; force half-width a = {a:.3f} A")
print(f"kink unit w = {w:.3f} A")
print(f"stress difference F = {F:.3f} eV/A^2")
print(f"shear modulus = {mu:.2f} eV/A^3; Poisson ratio = {nu:.2f}")
print(f"lam_SA, lam_SB, lam_DB = {lam_SA:.3f}, {lam_SB:.3f}, {lam_DB:.3f} eV/A")
print(f"Lam = {Lam:.4f} eV/A; C = {C:.6f} eV/A")
print(f"Lam/(2C) = {Lam/(2*C):.4f}")
print(f"rigid L_c = {L_rigid:.2f} A = {L_rigid/10:.3f} nm")
print(f"rigid L_c, logarithmic form = {L_log:.2f} A")
print(f"rigid critical miscut = {angle(L_rigid):.3f} deg")
print(f"temperature = {T0:.0f} K; kT = {KB*T0:.5f} eV")
print(f"kink energy per unit = {eps:.4f} eV; corner = {corner0:.3f} eV")
print(f"free SB: Z = {Z0:.4f}; mean n^2 = {n2_0:.4f}")
print(f"free SB gain = {gain_free:.6f} eV/A; stiffness = {stiff:.5f} eV/A")
print(f"meandering L_c = {L_hot:.2f} A = {L_hot/10:.3f} nm")
print(f"meandering critical miscut = {angle(L_hot):.3f} deg")
print(f"net SB gain at L_c = {gain_hot:.6f} eV/A")
print(f"confinement cost at L_c = {gain_free-gain_hot:.6f} eV/A")
print(f"closed-form confinement cost = {confinement(L_hot):.6f} eV/A")
print(f"rms SB wander at L_c = {rms:.2f} A")
print(f"closed-form L_c = {L_closed:.2f} A; miscut = {angle(L_closed):.3f} deg")
for T, L in zip(temps, L_table):
    print(f"T = {T:.0f} K: L_c = {L:.2f} A; miscut = {angle(L):.3f} deg")
print(f"soft-DB test: DB gain = {soft_DB:.6f} eV/A")
print(f"soft-DB test: miscut = {angle(L_reversed):.3f} deg")
print(f"neglected SA gain = {gain_SA:.6f}; DB gain = {gain_DB:.6f} eV/A")
print(f"miscut with SA and DB meandering = {angle(L_meander):.3f} deg")
print(f"nonlocal elastic correction = {nonlocal_F:.6f} eV/A")
print(f"miscut with nonlocal correction = {angle(L_nonlocal):.3f} deg")
print(f"miscut with all three corrections = {angle(L_all):.3f} deg")
print(f"assumed mean surface stress = {mean_stress:.2f} eV/A^2")
print(f"DB repulsion at L_c = {repulsion(L_hot):.3e} eV/A")
print(f"rigid mixing starts: L = {L_mix:.1f} A; {angle(L_mix):.3f} deg")
print(f"mixing test: mean L = {L_uniform:.0f} A; dense L = {L_dense:.0f} A")
print(f"uniform excess = {excess(L_uniform):.3e} eV/A^2")
print(f"mixed excess = {mixed:.3e} eV/A^2")
print(f"rigid miscut, C -10% = {rigid_angle(Lam, 0.9*C):.3f} deg")
print(f"rigid miscut, C +10% = {rigid_angle(Lam, 1.1*C):.3f} deg")
print(f"rigid miscut, Lam -0.001 eV/A = {rigid_angle(Lam-0.001, C):.3f} deg")
print(f"rigid miscut, Lam +0.001 eV/A = {rigid_angle(Lam+0.001, C):.3f} deg")
print("PASS")
```

Running it gives:

```
step height h = 1.3575 A; force half-width a = 3.840 A
kink unit w = 7.679 A
stress difference F = 0.070 eV/A^2
shear modulus = 0.40 eV/A^3; Poisson ratio = 0.25
lam_SA, lam_SB, lam_DB = 0.007, 0.017, 0.019 eV/A
Lam = 0.0050 eV/A; C = 0.001462 eV/A
Lam/(2C) = 1.7097
rigid L_c = 65.94 A = 6.594 nm
rigid L_c, logarithmic form = 66.67 A
rigid critical miscut = 1.179 deg
temperature = 600 K; kT = 0.05170 eV
kink energy per unit = 0.0538 eV; corner = 0.080 eV
free SB: Z = 1.2328; mean n^2 = 0.6118
free SB gain = 0.001409 eV/A; stiffness = 0.01101 eV/A
meandering L_c = 46.16 A = 4.616 nm
meandering critical miscut = 1.684 deg
net SB gain at L_c = 0.001010 eV/A
confinement cost at L_c = 0.000400 eV/A
closed-form confinement cost = 0.000438 eV/A
rms SB wander at L_c = 10.12 A
closed-form L_c = 46.72 A; miscut = 1.664 deg
T = 400 K: L_c = 62.88 A; miscut = 1.237 deg
T = 500 K: L_c = 56.09 A; miscut = 1.386 deg
T = 600 K: L_c = 46.16 A; miscut = 1.684 deg
T = 700 K: L_c = 35.51 A; miscut = 2.189 deg
soft-DB test: DB gain = 0.004976 eV/A
soft-DB test: miscut = 0.335 deg
neglected SA gain = 0.000245; DB gain = 0.000083 eV/A
miscut with SA and DB meandering = 1.774 deg
nonlocal elastic correction = -0.000206 eV/A
miscut with nonlocal correction = 1.799 deg
miscut with all three corrections = 1.895 deg
assumed mean surface stress = 0.10 eV/A^2
DB repulsion at L_c = 8.490e-06 eV/A
rigid mixing starts: L = 180.4 A; 0.431 deg
mixing test: mean L = 100 A; dense L = 15 A
uniform excess = -5.998e-06 eV/A^2
mixed excess = -7.295e-06 eV/A^2
rigid miscut, C -10% = 0.972 deg
rigid miscut, C +10% = 1.383 deg
rigid miscut, Lam -0.001 eV/A = 1.679 deg
rigid miscut, Lam +0.001 eV/A = 0.833 deg
PASS
```
